# Optimum Temperature for Ozone-Water Cleaning and When It Does Not Exist: verification in Python

```python
"""Temperature that maximises ozone-water cleaning.
Result under test: with saturated concentration C_s ~ exp(Q/RT), surface
reaction velocity k = A exp(-E/RT) and constant mass-transfer velocity km,
the steady rate J = C_s k km/(k+km) has one interior maximum, where
k = km (E-Q)/Q, if and only if E > Q > 0 and A Q > km (E-Q).
Q: heat released on dissolving, E: activation energy (J/mol); T in K;
velocities in m/s; concentrations in mol/m3; x = 1/(RT).
All example parameters are round, rough typical values.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize_scalar

R = const.R
T0 = 298.15
T_LO, T_HI = 278.15, 363.15
Q, E = 20e3, 50e3
K0, KM = 2e-5, 5e-5            # reaction velocity at T0, transfer velocity
MOLAR_MASS = 48.0              # ozone, g/mol
C0_MG = 50.0                   # dissolved ozone at T0, mg/L
C0 = C0_MG / MOLAR_MASS        # mol/m3
DIFF = 1.8e-9                  # ozone diffusivity in water, m2/s
UNITS = 1.0e4                  # resist repeat units, mol/m3
OZONE_PER_UNIT = 8.0           # ozone molecules used per repeat unit
HALF_LIFE, E_DECAY = 1200.0, 80e3   # ozone decay at T0 (s), J/mol
BOIL, L_VAP = 373.15, 42e3     # water at 1 atm, mean heat of evaporation


def arrhenius(T, energy):
    return np.exp(-energy / R * (1 / T - 1 / T0))


def rate(T, q=Q, e=E, k0=K0, km=KM):
    k = k0 * arrhenius(T, e)
    return C0 * arrhenius(T, -q) * k * km / (k + km)


def film_rate(T, q=Q, e=E, km=KM, decay=0.0, n=60):
    """Wall flux from the discretised steady diffusion equation."""
    h = DIFF / km / n
    k = K0 * arrhenius(T, e)
    loss = decay * h * h / DIFF
    bands = np.zeros((3, n))
    bands[0, 1:] = -1.0
    bands[1, :] = 2.0 + loss
    bands[2, :-1] = -1.0
    bands[1, 0] = 1.0 + k * h / DIFF + loss / 2
    rhs = np.zeros(n)
    rhs[-1] = C0 * arrhenius(T, -q)
    return k * solve_banded((1, 1), bands, rhs)[0]


def peak(func, lo=T_LO, hi=T_HI):
    """Numerical maximiser; the flag says whether it is interior."""
    grid = np.linspace(lo, hi, 401)
    i = int(np.argmax([func(t) for t in grid]))
    if i in (0, 400):
        return grid[i], False
    res = minimize_scalar(lambda t: -np.log(func(t)), method="bounded",
                          bounds=(grid[i - 1], grid[i + 1]),
                          options={"xatol": 1e-7})
    return res.x, True


def t_star(q=Q, e=E, k0=K0, km=KM):
    """Derived optimum; None when no finite positive one exists."""
    if not e > q > 0:
        return None
    inverse = 1 / T0 - R / e * np.log(km * (e - q) / (q * k0))
    return 1 / inverse if inverse > 0 else None


# Van't Hoff slope: ideal gas above a dissolved gas bound by energy w
w_bind, p_gas = 18e3, 1e4


def mu_gas(T):
    return R * T * np.log(p_gas / (R * T) * T**-1.5)


def mu_sol(T, log_c):
    return R * T * (log_c - 1.5 * np.log(T)) - w_bind


def log_solubility(T):
    return brentq(lambda y: mu_sol(T, y) - mu_gas(T), -30, 30, xtol=1e-13)


def enthalpy(mu, T, d=0.1):
    return -T**2 * (mu(T + d) / (T + d) - mu(T - d) / (T - d)) / (2 * d)


y0 = log_solubility(T0)
heat = enthalpy(mu_gas, T0) - enthalpy(lambda t: mu_sol(t, y0), T0)
slope = (log_solubility(T0 + 0.1) - log_solubility(T0 - 0.1)) / (
    1 / (R * (T0 + 0.1)) - 1 / (R * (T0 - 0.1)))
assert abs(slope / heat - 1) < 1e-5

# Steady flux against the diffusion equation, then the optimum itself
for T in (280.0, 320.0, 360.0):
    assert abs(film_rate(T) / rate(T) - 1) < 1e-9
TS = t_star()
t_num, inside = peak(film_rate)
assert inside and abs(t_num - TS) < 0.01      # flat top limits precision
cs_star = C0 * arrhenius(TS, -Q)
j_star = KM * cs_star * (1 - Q / E)
assert abs(film_rate(t_num) / j_star - 1) < 1e-8

# Apparent activation energy and curvature by differences in x


def log_rate_x(x):
    return np.log(film_rate(1 / (R * x)))


def e_app(T):
    k = K0 * arrhenius(T, E)
    return E * KM / (k + KM) - Q


for T in (T0, 343.15):
    x, d = 1 / (R * T), 1e-7
    num = -(log_rate_x(x + d) - log_rate_x(x - d)) / (2 * d)
    assert abs(num - e_app(T)) < 1.0
xs, d = 1 / (R * TS), 1e-6
curv = (log_rate_x(xs + d) - 2 * log_rate_x(xs) + log_rate_x(xs - d)) / d**2
assert abs(curv / (-Q * (E - Q)) - 1) < 2e-3
t_cold = brentq(lambda t: rate(t) - 0.95 * j_star, T_LO, TS)
t_hot = brentq(lambda t: rate(t) - 0.95 * j_star, TS, T_HI)
width = R * TS**2 * np.sqrt(-2 * np.log(0.95) / (Q * (E - Q)))
assert abs((t_hot - t_cold) / 2 / width - 1) < 0.05   # leading order only

# Existence criterion on random parameters
rng = np.random.default_rng(4)
grid = np.linspace(T_LO, T_HI, 401)
n_yes = n_no = 0
for _ in range(2000):
    q, e = rng.uniform(-10e3, 40e3), rng.uniform(5e3, 80e3)
    km = 10 ** rng.uniform(-6, -3)
    t = t_star(q, e, K0, km)
    if t is not None and min(abs(t - T_LO), abs(t - T_HI)) < 1:
        continue                              # too near an edge for the grid
    predicted = t is not None and T_LO < t < T_HI
    i = int(np.argmax(rate(grid, q, e, K0, km)))
    assert predicted == (0 < i < 400)
    n_yes, n_no = n_yes + predicted, n_no + (not predicted)
assert n_yes > 100 and n_no > 100

# Named cases without a maximum
assert np.all(np.diff(rate(grid, q=E)) < 0)          # E = Q
assert np.all(np.diff(rate(grid, q=60e3)) < 0)       # E < Q
assert np.all(np.diff(rate(grid, q=0.0)) > 0)        # fixed concentration
wide = np.logspace(2, 6, 2001)
for ratio, has_max in ((1.0, False), (2.0, True)):   # threshold E/Q-1 = 1.5
    k_ref = ratio * KM * np.exp(-E / (R * T0))
    i = int(np.argmax(rate(wide, k0=k_ref)))
    assert (0 < i < 2000) == has_max
    assert (t_star(k0=k_ref) is not None) == has_max
km_lo, km_hi = [K0 * arrhenius(t, E) * Q / (E - Q) for t in (T_LO, T_HI)]
assert peak(lambda t: film_rate(t, km=0.9 * km_lo)) == (T_LO, False)
assert peak(lambda t: film_rate(t, km=1.1 * km_hi)) == (T_HI, False)
assert peak(lambda t: film_rate(t, km=1.1 * km_lo))[1]
assert peak(lambda t: film_rate(t, km=0.9 * km_hi))[1]

# Sensitivity to the transfer velocity
t_double = 1 / (1 / TS - R / E * np.log(2))
t_half = 1 / (1 / TS + R / E * np.log(2))
assert abs(peak(lambda t: film_rate(t, km=2 * KM))[0] - t_double) < 0.01
assert abs(peak(lambda t: film_rate(t, km=KM / 2))[0] - t_half) < 0.01

# Activated mass transfer: Q must lie between the two activation energies
e_m = 10e3
t_m, inside = peak(lambda t: film_rate(t, km=KM * arrhenius(t, e_m)))
ratio_m = K0 * arrhenius(t_m, E) / (KM * arrhenius(t_m, e_m))
assert inside and abs(ratio_m / ((E - Q) / (Q - e_m)) - 1) < 1e-3
assert np.all(np.diff(rate(grid, km=KM * arrhenius(grid, 22e3))) > 0)


# Half-order reaction with the same rate at T0
def half_order_wall(T):
    k = K0 * arrhenius(T, E) * np.sqrt(C0 * KM / (K0 + KM))
    c = C0 * arrhenius(T, -Q)
    root = (-k + np.sqrt(k * k + 4 * KM**2 * c)) / (2 * KM)
    return root**2, c


def half_order_rate(T):
    wall, c = half_order_wall(T)
    return KM * (c - wall)


t_order, inside = peak(half_order_rate)
wall, c = half_order_wall(t_order)
assert inside and abs(wall / c / (0.5 * Q / E) - 1) < 1e-3


# Neglected effects for the example's own numbers
def viscosity(T):                              # water, empirical fit, Pa s
    return 2.414e-5 * 10 ** (247.8 / (T - 140))


def vapour(T):                                 # water vapour pressure, atm
    return np.exp(-L_VAP / R * (1 / T - 1 / BOIL))


def km_warm(T):                                # rotating-disk scaling
    return KM * (T / T0) ** (2 / 3) * (viscosity(T0) / viscosity(T)) ** (5 / 6)


def decay_rate(T):
    return np.log(2) / HALF_LIFE * arrhenius(T, E_DECAY)


def extended(T, warm=False, steam=False, transit=0.0):
    j = rate(T, km=km_warm(T) if warm else KM)
    if steam:
        j *= (1 - vapour(T)) / (1 - vapour(T0))
    return j * np.exp(-decay_rate(T) * transit)


def shifted(**kw):
    t, ok = peak(lambda s: extended(s, **kw), T_LO, 372.15)
    assert ok
    return t


t_warm = shifted(warm=True)
t_steam = shifted(steam=True)
t_decay = shifted(transit=10.0)
t_decay_long = shifted(transit=120.0)
t_all = shifted(warm=True, steam=True, transit=10.0)
assert t_warm > TS > t_steam and TS > t_decay > t_decay_long
assert abs(t_warm - TS) > max(abs(t - TS) for t in (t_steam, t_decay, t_order))
film_loss = 1 - film_rate(TS, decay=decay_rate(TS)) / film_rate(TS)
d_ln = np.log(km_warm(TS + 0.1) / km_warm(TS - 0.1)) / 0.2
em_eff = R * TS**2 * d_ln


def nm_min(flux):
    return flux / (UNITS * OZONE_PER_UNIT) * 1e9 * 60


def show(label, value, unit, fmt=".2f"):
    print(f"{label}: {value:{fmt}} {unit}")


show("heat released on dissolving Q", Q / 1e3, "kJ/mol", ".0f")
show("activation energy E", E / 1e3, "kJ/mol", ".0f")
show("reference temperature", T0, "K")
show("k at reference", K0, "m/s", ".2e")
show("prefactor A", K0 * np.exp(E / (R * T0)), "m/s", ".3e")
show("transfer velocity km", KM, "m/s", ".2e")
show("ozone at reference", C0_MG, "mg/L", ".1f")
show("ozone at reference", C0, "mol/m3", ".3f")
show("window low", T_LO, "K")
show("window high", T_HI, "K")
show("optimum T*, formula", TS, "K")
show("optimum T*, diffusion solver", t_num, "K")
show("optimum T*", TS - const.zero_Celsius, "deg C")
show("k at T*", K0 * arrhenius(TS, E), "m/s", ".3e")
show("saturated ozone at T*", cs_star * MOLAR_MASS, "mg/L")
show("wall ozone at T*", cs_star * Q / E * MOLAR_MASS, "mg/L")
show("flux at T*", j_star, "mol/(m2 s)", ".3e")
show("resist repeat units", UNITS, "mol/m3", ".1e")
show("ozone used per repeat unit", OZONE_PER_UNIT, "(number)", ".0f")
for T in (T_LO, T0, TS, 343.15, T_HI):
    show(f"removal rate at {T:.2f} K", nm_min(rate(T)), "nm/min")
show("gain of T* over reference", 100 * (j_star / rate(T0) - 1), "%", ".1f")
show("apparent energy at reference", e_app(T0) / 1e3, "kJ/mol")
show("apparent energy at 343.15 K", e_app(343.15) / 1e3, "kJ/mol")
show("5% loss, cold side", t_cold, "K")
show("5% loss, hot side", t_hot, "K")
show("5% half-width, formula", width, "K")
show("T* with km doubled", t_double, "K")
show("T* with km halved", t_half, "K")
show("km for T* at window low", km_lo, "m/s", ".3e")
show("km for T* at window high", km_hi, "m/s", ".3e")
print(f"random sets with / without maximum: {n_yes} / {n_no}")
show("film thickness", DIFF / KM * 1e6, "um", ".1f")
show("km(T*)/km(reference), warmed", km_warm(TS) / KM, "(ratio)", ".3f")
show("effective energy of km at T*", em_eff / 1e3, "kJ/mol")
show("optimum, warmed km", t_warm, "K")
show("vapour pressure at T*", vapour(TS), "atm", ".3f")
show("optimum, water vapour", t_steam, "K")
show("ozone half-life at reference", HALF_LIFE / 60, "min", ".0f")
show("decay activation energy", E_DECAY / 1e3, "kJ/mol", ".0f")
show("ozone half-life at T*", np.log(2) / decay_rate(TS) / 60, "min")
show("optimum, 10 s transit", t_decay, "K")
show("optimum, 120 s transit", t_decay_long, "K")
show("flux loss by decay in film", 100 * film_loss, "%", ".3f")
show("optimum, half-order reaction", t_order, "K")
show("optimum, km + vapour + 10 s", t_all, "K")
print("all good")
```

Output:

```
heat released on dissolving Q: 20 kJ/mol
activation energy E: 50 kJ/mol
reference temperature: 298.15 K
k at reference: 2.00e-05 m/s
prefactor A: 1.150e+04 m/s
transfer velocity km: 5.00e-05 m/s
ozone at reference: 50.0 mg/L
ozone at reference: 1.042 mol/m3
window low: 278.15 K
window high: 363.15 K
optimum T*, formula: 319.06 K
optimum T*, diffusion solver: 319.06 K
optimum T*: 45.91 deg C
k at T*: 7.500e-05 m/s
saturated ozone at T*: 29.47 mg/L
wall ozone at T*: 11.79 mg/L
flux at T*: 1.842e-05 mol/(m2 s)
resist repeat units: 1.0e+04 mol/m3
ozone used per repeat unit: 8 (number)
removal rate at 278.15 K: 5.98 nm/min
removal rate at 298.15 K: 11.16 nm/min
removal rate at 319.06 K: 13.81 nm/min
removal rate at 343.15 K: 11.52 nm/min
removal rate at 363.15 K: 8.63 nm/min
gain of T* over reference: 23.8 %
apparent energy at reference: 15.71 kJ/mol
apparent energy at 343.15 K: -12.46 kJ/mol
5% loss, cold side: 308.50 K
5% loss, hot side: 330.89 K
5% half-width, formula: 11.07 K
T* with km doubled: 331.24 K
T* with km halved: 307.74 K
km for T* at window low: 3.127e-06 m/s
km for T* at window high: 4.930e-04 m/s
random sets with / without maximum: 796 / 1174
film thickness: 36.0 um
km(T*)/km(reference), warmed: 1.486 (ratio)
effective energy of km at T*: 14.32 kJ/mol
optimum, warmed km: 355.43 K
vapour pressure at T*: 0.101 atm
optimum, water vapour: 314.18 K
ozone half-life at reference: 20 min
decay activation energy: 80 kJ/mol
ozone half-life at T*: 2.41 min
optimum, 10 s transit: 315.37 K
optimum, 120 s transit: 304.61 K
flux loss by decay in film: 0.103 %
optimum, half-order reaction: 320.19 K
optimum, km + vapour + 10 s: 322.27 K
all good
```
